# Radial pressure drop in a centre-fed showerhead plenum with uniform leakage, part 1

(Sections cited here and not found follow in the second part.)

## First half: creeping flow at constant density

### One ring of holes

Take a flat circular plenum: two parallel discs a height $H$ apart, with a closed side wall at radius $R$. Gas enters through a central opening of radius $a$ at volume flow $Q$. To begin with, let all of it leave through one ring of holes in the lower plate, at radius $b$ with $a<b<R$. Between the inlet and the ring, every circle around the axis is then crossed by the same flow $Q$. Beyond the ring there is no net radial flow.

Let $r$ be the distance from the axis, $z$ the height above the lower plate, $u$ the radial velocity and $p$ the pressure. The flow is steady, the viscosity $\mu$ and the density are constant, and the gas sticks to both plates. For now, inertia is neglected, the pressure is taken as uniform across the gap, and the only viscous force kept is the one due to the change of $u$ with height. The last two simplifications are examined at the end of this half; inertia is treated in the second.

The radial force balance is then

$$\mu\frac{\partial^2u}{\partial z^2}=\frac{dp}{dr}.$$

The right side doesn't depend on $z$, so two integrations give a parabola. The conditions $u=0$ at $z=0$ and at $z=H$ fix its two constants:

$$u=-\frac{1}{2\mu}\frac{dp}{dr}\,z(H-z).$$

The minus sign says that gas moves towards lower pressure. Since $\int_0^H z(H-z)\,dz=H^3/2-H^3/3=H^3/6$, the mean velocity over the height is

$$U=\frac1H\int_0^H u\,dz=-\frac{H^2}{12\mu}\frac{dp}{dr}. \tag{1}$$

A circle of radius $r$ offers the flow an area $2\pi rH$, so $Q=2\pi rHU$ between inlet and ring. Solving (1) for the gradient and inserting $U=Q/(2\pi rH)$,

$$\frac{dp}{dr}=-\frac{12\mu U}{H^2}=-\frac{6\mu Q}{\pi H^3}\,\frac1r .$$

The factor in front is a pressure, and it sets the scale for everything that follows:

$$C=\frac{6\mu Q}{\pi H^3}. \tag{2}$$

Integration from $a$ to $b$ gives

$$p(a)-p(b)=C\ln\frac ba . \tag{3}$$

The logarithm comes from the widening of the path: the same flow crosses a circumference that grows as $r$, so the gradient falls as $1/r$. The power of $H$ has two parts. One factor $1/H$ arises because a lower gap has less area and needs a higher speed for the same $Q$. The other two arise because, by (1), a given speed needs a gradient proportional to $1/H^2$. Equation (3) therefore scales as $H^{-3}$ when $Q$ and $\mu$ are held fixed.

Two limits are easily seen. If the ring sits at the edge of the inlet, $b\to a$, the drop vanishes, because the gas has no distance to travel. If the ring sits at the rim, the drop is $C\ln(R/a)$, the largest value that any placing of the ring can give.

### Several rings

Now let there be several rings at radii $r_k$, with a fraction $q_k$ of the gas leaving through ring $k$, so that $\sum_kq_k=1$. The flow across a circle of radius $r$ is whatever has yet to leave, namely $Q$ times the sum of the $q_k$ with $r_k>r$. The gradient is $-C/r$ times that same sum. Each ring thus contributes $-Cq_k/r$ to the gradient between $a$ and $r_k$, and nothing beyond. Integrating the contributions one by one,

$$p(a)-p(R)=C\sum_kq_k\ln\frac{r_k}{a}. \tag{4}$$

The drop is $C$ times the average of $\ln(r/a)$ over the places where the gas leaves. With one ring this returns (3).

A real ring consists of separate holes, and the pressure then varies around the circle. Equation (4) still holds for the pressure averaged over the angle $\theta$. The depth-averaged velocity has the radial component $-(H^2/12\mu)\,\partial p/\partial r$ at each angle, so the flow across a circle is

$$-\frac{H^3}{12\mu}\,r\int_0^{2\pi}\frac{\partial p}{\partial r}\,d\theta=-\frac{H^3}{12\mu}\,2\pi r\,\frac{d\langle p\rangle}{dr},$$

where $\langle p\rangle$ is the angular average. This is the relation used above, with $\langle p\rangle$ in place of $p$. The flow in the immediate neighbourhood of a hole, where gas turns downwards, is not described by the depth-averaged law.

### Uniform leakage

A showerhead faceplate has many holes. Let them be so numerous that the gas leaves at a uniform speed $w$ through the annulus $a<r<R$. The part of the lower plate directly beneath the inlet is taken as blank. All gas must leave, so

$$w=\frac{Q}{\pi(R^2-a^2)}. \tag{5}$$

The fraction leaving between $r$ and $r+dr$ is $2\pi r\,dr/[\pi(R^2-a^2)]$. The sum in (4) becomes an integral, and the drop is $CF$ with

$$F=\frac{2}{R^2-a^2}\int_a^R r\ln\frac ra\,dr .$$

Integrate by parts, taking $r^2/2$ as the integral of $r$ and $1/r$ as the derivative of the logarithm:

$$\int_a^R r\ln\frac ra\,dr=\frac{R^2}{2}\ln\frac Ra-\int_a^R\frac r2\,dr=\frac{R^2}{2}\ln\frac Ra-\frac{R^2-a^2}{4}.$$

The boundary term at $r=a$ is absent because $\ln 1=0$. Multiplication by $2/(R^2-a^2)$ gives the result:

$$p(a)-p(R)=\frac{6\mu Q}{\pi H^3}\,F,\qquad F=\frac{R^2\ln(R/a)}{R^2-a^2}-\frac12 . \tag{6}$$

The logarithm of outer to inlet radius is there, but it is accompanied by $-\tfrac12$. The constant has a plain meaning. The logarithm alone would describe gas that all travels to the rim before leaving; under uniform leakage most of it leaves sooner, and the average of $\ln(r/a)$ is smaller than its value at the rim.

The pressure at intermediate radii follows from the mass balance. The gas that crosses the circle of radius $r$ is the gas that leaves beyond it:

$$Q(r)=\pi w(R^2-r^2)=Q\,\frac{R^2-r^2}{R^2-a^2}. \tag{7}$$

This equals $Q$ at the inlet and zero at the closed rim. With $Q(r)$ in place of $Q$, the gradient is

$$\frac{dp}{dr}=-\frac{C}{R^2-a^2}\left(\frac{R^2}{r}-r\right).$$

Integrating from $r$ to $R$ and changing the sign,

$$p(r)-p(R)=\frac{C}{R^2-a^2}\left[R^2\ln\frac Rr-\frac{R^2-r^2}{2}\right]. \tag{8}$$

At $r=a$ this is (6) again, now reached through the flow instead of through the average.

### Limits of the shape factor

For a small inlet, $a\ll R$, the ratio $R^2/(R^2-a^2)$ tends to one and

$$F\approx\ln\frac Ra-\frac12 .$$

As $a\to0$ at fixed $Q$ the drop grows without bound, though slowly. An inlet cannot therefore be idealized as a point. The growth also has no physical reality once $a$ is as small as $H$, since there is then no thin radial gap near the inlet.

For a narrow annulus, $R=a+\delta$ with $\delta\ll a$, the average in $F$ can be read off directly: $\ln(r/a)\approx(r-a)/a$, and the mean of $r-a$ is $\delta/2$. Hence $F\approx\delta/(2a)$. This is what a straight channel would give. Its gradient at the inlet is $C/a$, its flow falls linearly to zero, so the mean gradient is half the initial one, over a length $\delta$.

Near the rim, put $r=R-x$ with $x\ll R$. Then $R^2/r-r=(R^2-r^2)/r\approx2x$, and integration from the rim inwards gives $p-p(R)\approx Cx^2/(R^2-a^2)$. The pressure is flat at the rim, as it must be where no gas flows.

If the plate below the inlet is perforated as well, and $Q$ is still the total flow, the leakage speed becomes $Q/(\pi R^2)$. The flow across radius $r$ is then

$$Q\left(1-\frac{r^2}{R^2}\right)=\left(1-\frac{a^2}{R^2}\right)Q\,\frac{R^2-r^2}{R^2-a^2},$$

which is (7) multiplied by a constant. The drop between $a$ and $R$ is multiplied by the same constant, $1-a^2/R^2$.

### Numbers

Take round values in the regime of a nitrogen-fed deposition showerhead for 300 mm wafers: $R=150$ mm, $a=10$ mm, $H=2$ mm, temperature $T=400$ K, and a rough viscosity of 22 µPa s. The gas flow is 200 sccm, that is, 200 cm³ per minute counted at 273.15 K and one atmosphere, or $N=1.487\times10^{-4}$ mol/s. The pressure at the rim of the plenum is set to 5 Torr, or 666.6 Pa. With $R_g$ the gas constant, the ideal-gas law gives the volume flow at that pressure:

$$Q=\frac{NR_gT}{p(R)}=\frac{1.487\times10^{-4}\times8.314\times400}{666.6}\ \text{m}^3/\text{s}=742\ \text{cm}^3/\text{s}.$$

The pressure scale and the shape factor are

$$C=\frac{6\times22\times10^{-6}\times742\times10^{-6}}{\pi\,(2\times10^{-3})^3}\ \text{Pa}=3.90\ \text{Pa},$$

$$F=\frac{225}{224}\times2.708-0.5=2.220 .$$

The drop is their product, 8.65 Pa or 65 mTorr, which is 1.3 % of the rim pressure. With $\ln(R/a)$ alone in place of $F$ it would come out 22 % too large. Perforating the plate below the inlet would lower it by 0.44 %.

Half of the drop has occurred at $r=30.8$ mm. By (7), the fraction of gas that has left by then is only $(30.8^2-10^2)/(150^2-10^2)$, or about 4 %. The pressure drop is thus concentrated near the inlet, where nearly the full flow still passes through a short circumference.

A numerical solution that doesn't use the integrated formulas provides a test. The velocity profile was found by finite differences across the gap, and the resulting flow law was put into a balance of gas over 3001 radial cells. The pressure agreed with (8) at all the radii to better than $10^{-5}$ of the drop, both for $H=2$ mm and for half that height. The two drops gave a power of $1/H$ of 3.00000 at fixed $Q$.

Replacing the uniform leakage by 12 rings of holes, each carrying the gas of its own annulus and placed at the middle of it, changes the drop by $-0.06$ % according to (4). Uniform leakage is a good description of such a plate as far as the drop is concerned.

### What the thin-gap simplifications cost

Two simplifications remain from the start: uniform pressure across the gap, and neglect of the viscous forces due to radial changes of $u$. For uniform leakage they can be removed. From (5) and (7),

$$U=\frac{Q(r)}{2\pi rH}=\frac{w}{2H}\left(\frac{R^2}{r}-r\right),\qquad u=6U\eta(1-\eta),\qquad \eta=\frac zH . \tag{9}$$

The second expression is the parabola written with its mean. The vertical velocity $v$ follows from conservation of volume. Because $rU=(w/2H)(R^2-r^2)$, one has $(1/r)\,d(rU)/dr=-w/H$, and therefore

$$\frac{\partial v}{\partial z}=-\frac1r\frac{\partial(ru)}{\partial r}=\frac{6w}{H}\eta(1-\eta).$$

Integration upwards from the lower plate, where $v=-w$, gives

$$v=w(3\eta^2-2\eta^3-1). \tag{10}$$

At the upper plate this is zero, as required.

The complete radial equation of creeping flow is

$$\frac{\partial p}{\partial r}=\mu\left(\frac{\partial^2u}{\partial r^2}+\frac1r\frac{\partial u}{\partial r}-\frac{u}{r^2}+\frac{\partial^2u}{\partial z^2}\right).$$

The radial dependence of $u$ is a combination of $1/r$ and $r$. For $1/r$ the first three terms are $2/r^3-1/r^3-1/r^3=0$. For $r$ they are $0+1/r-1/r=0$. The neglected forces vanish, and $\partial p/\partial r=-12\mu U/H^2$ stands unchanged.

The vertical equation is $\partial p/\partial z=\mu\,\partial^2v/\partial z^2$, since $v$ depends on $z$ alone. It is satisfied by adding $\mu\,\partial v/\partial z$ to the pressure (8). This addition doesn't depend on $r$, so it cancels from a difference taken at one height. Its largest value, at mid-height, is $1.5\mu w/H$. With $w=10.5$ mm/s this is 0.17 mPa, which is negligible beside 8.65 Pa.

Within creeping flow at constant density, (6) is therefore not merely a leading term in $H/R$ for the interior of the plenum. What remains approximate is at the two ends. At the rim, (9) gives $u=0$ as it should, but (10) lets gas slide down the side wall at speeds up to $w$. At the inlet, gas arriving from a pipe doesn't yet have the profile (9). The inlet can be expected to matter more, because the gas moves much faster there. The scale of its effect is estimated in the second half.

## Second half: a real gas flow and a real faceplate

The symbols are those of the first half. The plenum has height $H$, inlet radius $a$ and closed rim at $R$; $\eta=z/H$ is the scaled height, $U$ the mean radial speed, $w$ the leakage speed and $\mu$ the viscosity. The results needed are

$$\frac{dp}{dr}=-\frac{12\mu U}{H^2},\qquad U=\frac{w}{2H}\left(\frac{R^2}{r}-r\right),$$

$$D\equiv CF=\frac{6\mu Q}{\pi H^3}\left[\frac{R^2\ln(R/a)}{R^2-a^2}-\frac12\right].$$

Here $D$ is the drop at constant density, with $Q$ evaluated at the rim pressure $p_R$. In the example, $C=3.90$ Pa, $F=2.220$, $D=8.65$ Pa and $p_R=666.6$ Pa. The pressure at the inlet edge is written $p_a$.

### Density that follows the pressure

In a gas the conserved quantity is the amount of substance, not the volume. Let $N$ be the molar flow, and let the molar leakage per area be uniform. The molar flow across radius $r$ is then $N(R^2-r^2)/(R^2-a^2)$. It is also $2\pi rHU$ times the molar density $p/(R_gT)$. The temperature is taken as uniform. Eliminating $U$ with the flow law,

$$-\frac{2\pi rH^3}{12\mu}\,\frac{p}{R_gT}\,\frac{dp}{dr}=N\,\frac{R^2-r^2}{R^2-a^2}.$$

Since $p\,dp/dr=\tfrac12\,d(p^2)/dr$, this becomes

$$\frac{d(p^2)}{dr}=-\frac{12\mu NR_gT}{\pi H^3}\,\frac{R^2/r-r}{R^2-a^2}.$$

The radial function is the one already integrated, so

$$p_a^2-p_R^2=\frac{12\mu NR_gT}{\pi H^3}\,F=2p_RD . \tag{11}$$

The last form uses $NR_gT=p_RQ$. At fixed molar flow and temperature, it is the difference of the squares that scales as $H^{-3}$. The drop itself is

$$p_a-p_R=\sqrt{p_R^2+2p_RD}-p_R . \tag{12}$$

For $D\ll p_R$ this is $D-D^2/(2p_R)$, and the constant-density law returns. For $D\gg p_R$ it would tend to $\sqrt{2p_RD}$, which scales as $H^{-3/2}$ at fixed $p_R$, if the other assumptions still held.

In the example the correction is $8.65^2/(2\times666.6)=0.06$ Pa, and the drop becomes 8.60 Pa. Now halve the height to 1 mm, with molar flow, temperature and rim pressure held fixed. The constant-density formula gives 69.2 Pa, eight times as much. Equation (12) gives 66.0 Pa, a ratio of 7.67. As long as slip at the plates and inertia, both treated below, are left out, the inverse cube is thus a law for small relative drops when it is applied to $p_a-p_R$. Direct integration of the differential equation agreed with (12) to better than $10^{-5}$ of the drop for both heights, which is a test of the algebra.

For uniform leakage, the constant-density drop in the example is 8.65 Pa, and letting the density follow the pressure lowers it only to 8.60 Pa. Still to be examined are slip at the plates, inertia, leakage that follows the pressure, the holes such a faceplate would need, and the effects at the inlet.

All numerical values are calculated from the stated model.
